# Ethylene on Si(100): asymmetric approach, dimer buckling and the forbidden [2+2] path

## The situation

The atoms of a clean Si(100) surface pair into dimers. Each dimer atom keeps one dangling bond, and the two dangling bonds form a weak π bond. Ethylene adds across such a dimer: two π bonds are lost and two Si–C σ bonds are made. Seen from the side this is a suprafacial [2+2] addition, which orbital symmetry forbids when the reactants approach as a symmetric rectangle. Yet ethylene adsorbs readily.

Two things can break the symmetry. The molecule can approach lopsidedly, and the dimer can buckle, with one atom moving down and the other up. They do different jobs, so they are treated separately here.

## The model

Four orbitals hold four electrons: the dangling bonds $a$ (down atom) and $b$ (up atom), and the carbon p orbitals $c$ and $d$. The π couplings are $\beta_s$ ($a$–$b$) and $\beta_c$ ($c$–$d$), and the new-bond couplings are $\tau_1$ ($a$–$c$) and $\tau_2$ ($b$–$d$). All are positive and enter the Hamiltonian with a minus sign. Buckling puts $a$ at $+\delta$ and $b$ at $-\delta$, so the up atom collects charge. The carbon orbitals lie at zero, midway between the dimer's two site energies.

Each new bond has overlap $\kappa\tau$. With overlap, the levels solve $(H-\lambda S)x=0$. Adding $\epsilon_0S$ to $H$ shifts every level by $\epsilon_0$, so $\tau$ is defined as the coupling left when energies are counted from the common zero.

The example uses round values: $\beta_s=0.5$, $\beta_c=3$, $\delta=0.5$ eV and $\kappa=0.1$ eV$^{-1}$.

## Contribution 1: the mirror plane

Take $\delta=0$ and $\tau_1=\tau_2=\tau$. The mirror exchanges $a\leftrightarrow b$ and $c\leftrightarrow d$. The combinations $(a\pm b)/\sqrt2$ and $(c\pm d)/\sqrt2$ give separate symmetric (S, upper sign) and antisymmetric (A, lower sign) blocks:

$$h_{S,A}=\begin{pmatrix}\mp\beta_s&-\tau\\-\tau&\mp\beta_c\end{pmatrix},\qquad \det h_{S,A}=\beta_s\beta_c-\tau^2 .$$

At $\tau=0$ both S levels are negative and filled, and both A levels are positive and empty. Each determinant changes sign once, at $\tau^2=\beta_s\beta_c$. There the upper S level rises through zero and the lower A level falls through zero. The reactant configuration is S²S² and the product configuration is S²A². A perturbation that keeps the mirror can move this crossing, but cannot couple the two levels.

Before the crossing, both levels of the S block are filled, so their sum is a trace. For a $2\times2$ problem with off-diagonal overlap $s=\kappa\tau$,

$$\lambda_1+\lambda_2=\operatorname{tr}(S^{-1}h)=\frac{h_{11}+h_{22}-2s\,h_{12}}{1-s^2}.$$

With $h_{12}=-\tau$ and two electrons per level,

$$E=\frac{2\left[-(\beta_s+\beta_c)+2\kappa\tau^2\right]}{1-\kappa^2\tau^2}.$$

Without overlap, $E$ does not depend on $\tau$: at fixed $\beta$ the new contacts give no bonding before the crossing. With the overlap used here, the energy rises, which is Pauli repulsion between the two filled π orbitals.

## Contribution 2: lopsided approach to a flat dimer

Keep $\delta=0$ but let $\tau_1\ne\tau_2$. Every coupling joins the set $\{a,d\}$ to the set $\{b,c\}$, so $H$ has only off-diagonal blocks $-M$ and $-M^T$, with

$$M=\begin{pmatrix}\beta_s&\tau_1\\\tau_2&\beta_c\end{pmatrix}.$$

For $\kappa=0$ the levels are $\pm\sigma_1,\pm\sigma_2$, where $\sigma_i$ are the singular values of $M$. Since $\sigma_1^2+\sigma_2^2$ is the sum of squared entries and $\sigma_1\sigma_2=|\det M|$,

$$E=-2(\sigma_1+\sigma_2)=-2\sqrt{\beta_s^2+\beta_c^2+\tau_1^2+\tau_2^2+2|\beta_s\beta_c-\tau_1\tau_2|}.$$

Before the crossing the modulus can be dropped, and the root becomes $\sqrt{(\beta_s+\beta_c)^2+(\tau_1-\tau_2)^2}$. The bonding gain depends on the difference of the two couplings, so lopsidedness itself supplies early bonding.

It does not remove the crossing. When $\tau_1\tau_2=\beta_s\beta_c$, $\det M=0$ and two levels meet at zero. This survives overlap, because $Hx=0$ solves $(H-\lambda S)x=0$ with $\lambda=0$. Reactants have $\tau_1\tau_2<\beta_s\beta_c$ and products the reverse, so every continuous route crosses. At the crossing, two electrons share two degenerate levels: a diradical. This protection needs aligned levels and nearest-neighbour couplings, and is weaker than that of the mirror.

## Contribution 3: buckling and the frontier gap

Now let $\delta\ne0$ and expand $\det H$ in $\delta$.

- Order $\delta^0$ gives $(\beta_s\beta_c-\tau_1\tau_2)^2$.
- Order $\delta^1$ needs the determinant of the three orbitals left when $a$ or $b$ is struck out. They form an open chain with zero site energies, whose determinant vanishes.
- Order $\delta^2$ gives $-\delta^2$ times the determinant of the $c,d$ block, which is $-\beta_c^2$.

Hence

$$\det H=(\beta_s\beta_c-\tau_1\tau_2)^2+\delta^2\beta_c^2 .$$

This is positive while $\delta\beta_c\neq0$. Once the π couplings have vanished in the product it equals $\tau_1^2\tau_2^2$, again positive. The overlap matrix is positive definite, so by Sylvester's law of inertia the levels have the same number of negative values as $H$ has. Two levels start below zero, none can pass through it, and the reactant and product ground configurations correlate.

The size of the gap follows from first-order theory for $\kappa=0$. At the former crossing, one zero-energy vector lives on $(a,d)$, $u\propto(\tau_2,-\beta_s)$, and the other on $(b,c)$, $v\propto(\tau_1,-\beta_s)$. Let the carbon levels also be shifted by $\varepsilon_C$. Site energies do not couple the two sets, so the levels move by $\delta u_a^2+\varepsilon_Cu_d^2$ and $-\delta v_b^2+\varepsilon_Cv_c^2$, and

$$\text{gap}=\left|\delta(u_a^2+v_b^2)+\varepsilon_C(u_d^2-v_c^2)\right| .$$

## Contribution 4: the empty orbital at the entrance

Let fragment orbitals $i$ and $j$ have coupling $V$ and overlap $O$. From $(\varepsilon_i-\lambda)(\varepsilon_j-\lambda)=(V-\lambda O)^2$, level $i$ moves to second order by $-(V-\varepsilon_iO)^2/(\varepsilon_j-\varepsilon_i)$. If $i$ is filled and $j$ empty, the energy changes by twice this. If both are filled, the two shifts add to

$$2\,\frac{(V-\varepsilon_iO)^2-(V-\varepsilon_jO)^2}{\varepsilon_i-\varepsilon_j}=-4VO+2O^2(\varepsilon_i+\varepsilon_j).$$

With $O=-\kappa V$ this is $2\kappa V^2[2+\kappa(\varepsilon_i+\varepsilon_j)]$, which is repulsive here.

Place ethylene so that both carbons bridge one silicon atom, each with coupling $\tau/\sqrt2$. The silicon orbital then couples to π with strength $\tau$, and its couplings to π* cancel. The dimer levels are $\mp E_s$, with $E_s=\sqrt{\delta^2+\beta_s^2}$. On the down atom the filled orbital has weight $w_{occ}=(1-\delta/E_s)/2$ and the empty one $w_{emp}=(1+\delta/E_s)/2$; on the up atom these are exchanged. With $\Sigma=E_s+\beta_c$ and π at $-\beta_c$,

$$E_2=2\tau^2\left[w_{occ}\,\kappa(2-\kappa\Sigma)-w_{emp}\frac{(1-\kappa\beta_c)^2}{\Sigma}\right].$$

The first term is repulsion from the filled orbital, and the second is donation into the empty one.

For the buckled dimer $E_s=0.707$ and $\Sigma=3.707$ eV, so the down atom has $w_{occ}=0.146$ and $w_{emp}=0.854$. For $\tau^2=1$ eV², repulsion costs 0.048 eV and donation gains 0.226 eV, a net $-0.178$ eV. At the up atom the sum is $0.278-0.039=+0.239$ eV. On a flat dimer it is $0.165-0.140=+0.025$ eV. For these values, buckling turns a nearly neutral entrance into an attractive one at the down atom. The signs depend on the overlap: at $\kappa=0.05$ eV$^{-1}$ the flat entrance already attracts ($-0.115$ eV), and at $\kappa=0.2$ eV$^{-1}$ the down atom is neutral. The order down, flat, up holds throughout this range.

Buckling alone is not enough. Symmetric approach with the same summed squared coupling gives $+0.165$ eV on a flat dimer and still $+0.086$ eV on a buckled one. Attack through one carbon is less selective: $-0.116$ eV on the flat dimer, $-0.123$ eV at the down atom and $-0.079$ eV at the up atom.

## The two correlation diagrams

Let $q_1,q_2$ run from 0 to 1, with $\tau_i=3q_i$ eV, and let the π couplings and $\delta$ shrink as $f=1-q_1q_2$. This schedule is a choice. The determinant argument does not rest on it; the barriers do.

Flat dimer, symmetric route (eV):

| $q_1=q_2$ | S levels | A levels |
|---|---|---|
| 0 | −3.00, −0.50 | 0.50, 3.00 |
| 0.356 | −2.86, 0.00 | 0.00, 3.32 |
| 0.6 | −2.66, 1.02 | −0.73, 3.72 |
| 1 | −2.31, 4.29 | −2.31, 4.29 |

Buckled dimer, down-atom bond first (eV):

| $q_1,\ q_2$ | filled | empty |
|---|---|---|
| 0, 0 | −3.00, −0.71 | 0.71, 3.00 |
| 1, 0 | −3.52, −0.64 | 0.38, 5.82 |
| 1, 0.127 | −3.27, −0.43 | 0.19, 5.56 |
| 1, 1 | −2.31, −2.31 | 4.29, 4.29 |

In the first diagram the filled S level climbs to zero, and the energy there is $2(-2.86)=-5.72$ eV against $-7.00$ eV at the start: a barrier of 1.28 eV. In the second, the point where a flat dimer would cross has a gap of 0.61 eV. The first-order formula, with $f=0.873$, gives $0.437\,(0.43+0.98)=0.62$ eV. The smallest gap on this route is 0.60 eV, far above the thermal energy of 0.026 eV at 300 K.

## Weighing the contributions

The barriers below are measured from each dimer's own separated reactants. "Best" means the lowest pass over the square $0\le q_1,q_2\le1$. Every best pass in the table lies on an edge of that square, where one bond already has its full coupling (for the buckled dimer in the orbital model, near $(1,\,0.24)$). Its height is therefore set by the cap $\tau\le3$ eV: in the orbital model, letting $q$ run to 1.1 lowers the best passes to 0.14 eV (flat) and 0.08 eV (buckled), and letting it run to 1.25 removes them. The last column adds on-site repulsion (1 eV on silicon, 4 eV on carbon) by full configuration interaction within the four orbitals, on one coarser mesh. Each site energy is lowered there by half its repulsion, which keeps silicon and carbon aligned. The best barriers depend on this choice: without the shift, the lowest pass does not rise above the reactants.

| Dimer, route | Orbital model (eV) | With repulsion (eV) |
|---|---|---|
| flat, symmetric | 1.28 | 1.03 |
| flat, best | 0.34 | 0.08 |
| buckled, symmetric | 1.04 | 1.19 |
| buckled, best | 0.28 | 0.15 |

Leaving the symmetric line, with the type of dimer held fixed, lowers the barrier by 0.76 to 1.04 eV in every pair. Buckling changes the best barrier by only $-0.06$ eV in the orbital model and by $+0.07$ eV with repulsion. The model therefore does not support the statement that buckling lowers the barrier. Asymmetry of approach does that, by an amount that depends on the schedule: in the orbital model, $f=1-(q_1+q_2)/2$ gives 0.60 eV (flat) and 0.44 eV (buckled), and $f=1-(q_1q_2)^2$ gives 0.65 and 0.22 eV. Buckling makes the bridging entrance at the down atom attractive and keeps the frontier levels apart. Repulsion together with its site shift weakens that attraction, from $-0.18$ to $-0.06$ eV when scaled to $\tau^2=1$ eV²; without the shift it becomes $-0.22$ eV. The down atom attracts in both cases.

The gap on the buckled route does not mean that the route is barrierless. At $(1,0.127)$ the energy is only 0.02 eV above the start, so the 0.28 eV pass is not set by the former crossing point. The state with one bond formed lies 0.91 eV below the reactants at the down atom and 0.68 eV below at the up atom.

The flat dimer's lopsided crossing is also fragile. Shifting carbon by $\pm0.5$ eV opens gaps of 0.28 and 0.27 eV, and couplings $a$–$d$ and $b$–$c$, each set to 10 % of the mean of $\tau_1$ and $\tau_2$, open 0.12 eV. On the buckled route the same carbon shifts give 0.88 eV (up) and 0.33 eV (down). A downward shift of about 1.1 eV makes the first-order gap vanish at $(1,0.127)$; the full levels at that point come within about 0.01 eV, and they meet exactly close by on the same route, at a shift of $-1.14$ eV and $q_2=0.129$. Buckling is thus a robust source of the gap for moderate misalignment, not the sole possible one.

## Beside the real surface

The parameters are rough values for the regime of ethylene on Si(100), and the model's reaction energy of $-1.82$ eV is of the right rough size. The barrier is less trustworthy. A pass of 0.28 eV (27 kJ/mol) carries a Boltzmann factor of $e^{-0.28/0.026}\approx2\times10^{-5}$ at 300 K. If each molecule had a single chance, on impact from the gas, only about this fraction of impacts would react, which fits poorly with ready adsorption. Being held in the one-bond state does not help in the orbital model: from that state at the down atom, the pass to the product is 1.19 eV high, more than the 0.91 eV needed to return to the reactants. Repulsion with its site shift moves the 0.28 eV pass to 0.15 eV, and the schedule matters even more: in the orbital model, $f=1-(q_1+q_2)/2$ gives a pass of about 1.8 eV, while $f=1-(q_1q_2)^2$ gives none above the reactants. The overlap matters as much: on the original schedule, $\kappa=0.05$ eV$^{-1}$ removes the pass and $\kappa=0.15$ eV$^{-1}$ raises it to 0.76 eV. The surface also leaves out the bridging entrance, relaxation of the path, elastic strain, the σ framework and neighbouring dimers; their effect on the barrier has not been computed here. What the four-orbital model supports is qualitative: for every schedule and overlap tried, a lopsided path lies below the symmetric one, and a buckled dimer favours attack at its down atom over its up atom. It does not fix the height of the barrier on the real surface. Further values are in the numerical output.

## Computed values

```
beta_s 0.5, beta_c 3.0, delta 0.5, tau_max 3.0 eV
kappa 0.1 1/eV; full-bond overlap 0.30
Buckled dimer: level splitting 1.414 eV
Buckled dimer: electrons n_b - n_a = 1.414
Flat, symmetric: crossing coupling 1.2247 eV
Flat, symmetric: crossing at q1 = q2 = 0.3564
Diagram 1, flat symmetric: q | S levels | A levels (eV)
 0.000 | -3.000 -0.500 | 0.500 3.000
 0.200 | -2.952 -0.348 | 0.329 3.115
 0.356 | -2.860 0.000 | -0.000 3.322
 0.600 | -2.664 1.019 | -0.730 3.715
 1.000 | -2.308 4.286 | -2.308 4.286
Diagram 2, buckled, down bond first: q1 q2 | levels (eV)
 0.0 0.000 | -3.000 -0.707 0.707 3.000
 0.5 0.000 | -3.152 -0.686 0.569 3.741
 1.0 0.000 | -3.519 -0.644 0.375 5.815
 1.0 0.127 | -3.269 -0.428 0.185 5.563
 1.0 0.500 | -2.727 -1.081 1.324 4.941
 1.0 1.000 | -2.308 -2.308 4.286 4.286
Entrance energies (eV), summed squared coupling 1 eV^2:
 symmetric: flat 0.1650, buckled 0.0856
 one carbon: flat -0.1164
 one carbon: down -0.1231, up -0.0791
 bridging: flat 0.0250
 bridging: down -0.1779, up 0.2394
Barriers above separated reactants, frozen schedule:
 flat: symmetric 1.28 eV = 124 kJ/mol
 flat: best route 0.34 eV = 33 kJ/mol
 flat: mesh shift 150 to 300 0.0121 eV
 buckled: symmetric 1.04 eV = 101 kJ/mol
 buckled: best route 0.28 eV = 27 kJ/mol
 buckled: mesh shift 150 to 300 0.0000 eV
One bond formed: down -0.91, up -0.68 eV
Model reaction energy, buckled start: -1.82 eV
Flat: crossing at q1 = 1, q2 = 0.1270
Smallest gap, buckled down-first route: 0.601 eV
Thermal energy at 300 K: 0.0259 eV
Neglected: carbon shift 0.5 eV, cross ratio 0.1
 flat gap: C up 0.280, C down 0.268, cross 0.120 eV
 buckled gap: C up 0.884, C down 0.331, cross 0.710 eV
Neglected: repulsion U_Si 1.0, U_C 4.0 eV (full CI)
 flat: symmetric 1.03, best route 0.08 eV
 buckled: symmetric 1.19, best route 0.15 eV
```
